# Sheet Thermal Conductance and the Undefined Thickness of a Monolayer

## The argument under review

The argument runs as follows. A strip of monolayer MoS$_2$, of width $W=2$ µm and length $L=5$ µm, is suspended in vacuum between two thermometers near 300 K. A heat current $Q=160$ nW flows when the ends differ by $\Delta T=10$ K. Thermal conductivity is a property of the material, so the monolayer must have one. With a thickness of 0.62 nm the data give 64.5 W/(m K). Another laboratory reports 129 W/(m K), so its crystal must be better. The value 64.5 W/(m K) is then used to predict the heat flow in a device model whose channel is 0.31 nm thick, and, together with an electrical conductivity computed with a thickness of 0.31 nm, to obtain a thermoelectric figure of merit.

The data can be accepted. The comparison of crystals does not follow, and both predictions are wrong by a factor of two. The fault lies in the step from "the material conducts heat in a definite way" to "the material has a definite three-dimensional conductivity".

## What the measurement fixes

For a slab of thickness $h$ and conductivity $\kappa$, Fourier's law gives

$$Q=\kappa\,(Wh)\,\frac{\Delta T}{L}.$$

The unknowns enter through the product $\kappa h$. Doubling $h$ and halving $\kappa$ leaves $Q$ unchanged for every $W$, $L$ and $\Delta T$, so no set of such measurements separates the two.

A description without a thickness starts from the heat current per unit width, $J_Q$:

$$J_Q=-K_s\frac{dT}{dx}.$$

This defines the sheet thermal conductance $K_s$, in W/K. The sheet is taken as isotropic and the response as linear. In a steady state without losses $J_Q$ is the same at every $x$, so for uniform $K_s$ the gradient is constant, with magnitude $\Delta T/L$. Multiplying by the width gives $Q=K_sW\Delta T/L$, and hence

$$K_s=\frac{QL}{W\Delta T}=\frac{160\ \text{nW}\times 5\ \text{µm}}{2\ \text{µm}\times 10\ \text{K}}=40\ \text{nW/K}.$$

Comparison with the slab formula gives $\kappa=K_s/h$. The same data then yield, for four choices of $h$:

- sulphur-to-sulphur distance, 0.31 nm: 129 W/(m K);
- interlayer spacing of the bulk crystal, 0.62 nm: 64.5 W/(m K);
- a step height seen in a microscope, 0.80 nm: 50 W/(m K);
- height of a simulation box including vacuum, 2.0 nm: 20 W/(m K).

The largest value is 6.45 times the smallest, and nothing about the sheet has changed. If the other laboratory used 0.31 nm, its result is $129\times0.31=40$ nW/K, the same as here. Its thickness must be known before the crystals can be compared.

## Does the microscopic theory supply a thickness?

One might reply that the atoms know their own conductivity, whatever we choose to call the thickness. Consider phonons with frequency $\omega$, velocity component $v_x$ and relaxation time $\tau$ in a sheet of area $A$. In a steady state, drift down the temperature gradient balances relaxation:

$$v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}=-\frac{\delta n}{\tau}
\quad\Rightarrow\quad
\delta n=-\tau v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}.$$

Here $n_0$ is the equilibrium occupation and $\delta n$ the departure from it, to first order in the gradient. Phonons with a given areal density cross a line at a rate, per unit length of line, equal to that density times $v_x$. The heat current per width is therefore

$$J_Q=\frac1A\sum\hbar\omega\,v_x\,(n_0+\delta n).$$

The $n_0$ term vanishes, because modes of opposite wavevector have equal $\omega$ and opposite $v_x$. Writing $C=\hbar\omega\,\partial n_0/\partial T$ for the heat capacity of a mode and inserting $\delta n$,

$$J_Q=-\left[\frac1A\sum C v_x^2\tau\right]\frac{dT}{dx},
\qquad K_s=\frac1A\sum C v_x^2\tau .$$

The sum is divided by an area. A calculation that places the layer in a periodic box of height $L_z$ divides by the volume $AL_z$ instead and reports $K_s/L_z$. The vacuum in the box has then become part of the "conductivity".

## Can leaking heat reveal the thickness?

A second reply is that heat also leaves through the face of the layer, and that this might expose $h$. Let the layer rest on a contact or substrate with interface conductance $g$ per area, and let $\theta$ be its excess temperature, uniform across the layer. In a length $dx$, the drop in $J_Q$ equals the leak $g\theta\,dx$:

$$-\frac{dJ_Q}{dx}=g\theta
\quad\Rightarrow\quad K_s\theta''=g\theta .$$

For a long covered region heated to $\theta_0$ at $x=0$, the solution that does not grow is $\theta=\theta_0e^{-x/\ell}$. Substitution gives $K_s/\ell^2=g$, so $\ell=\sqrt{K_s/g}$. The heat entering per width is $-K_s\theta'(0)=K_s\theta_0/\ell$. Again no thickness appears.

With $g=15$ MW/(m$^2$ K), a rough value, $\ell=51.6$ nm, and the entering heat per width and per kelvin is 0.7746 W/(m K). (The unit is that of a conductivity, but the quantity is not one.) These figures illustrate Fourier's law and do not predict the heat flow in a real contact. The phonon path estimated near the end of this comment, 56 nm, is as long as $\ell$, and the phonons assumed there could carry at most 0.46 W/(m K) into the sheet. A quantitative treatment would need the phonon transport equation, which for a sheet again contains only quantities per area.

This was tested against slabs in which temperature may vary both along and across the layer, each with $\kappa=K_s/h$ in both directions, a length of 500 nm and an insulated far end. For all four thicknesses listed above the entering heat agrees with the sheet formula to within 0.03 %.

The agreement has a condition. The resistance across the slab, per area, is $h/\kappa=h^2/K_s$, and it must be small beside the interface resistance $1/g$:

$$\frac{g h^2}{K_s}\ll1 .$$

For $h=2$ nm the ratio is 0.0015. For a slab of 100 nm with the same $K_s$ it is 3.75, and the entering heat falls to about 0.60 W/(m K), more than a fifth below the sheet formula. In a thick film, then, heat flow can sense the thickness. In a monolayer it does not, within this description.

## Why a bulk crystal escapes the difficulty

Bulk $\kappa$ is well defined because each added layer adds a known volume. A simple model shows how this comes about. Take $N$ layers a distance $c$ apart, with one scalar displacement per atom, in-plane springs of unit strength, interlayer springs of strength $\eta=0.05$, unit masses and unit in-plane spacing. Let every mode have the same $\tau$ and the same classical heat capacity. The frequencies are

$$\omega^2=4\sin^2\frac{q_x}{2}+4\sin^2\frac{q_y}{2}+4\eta\sin^2\frac{q_z}{2}.$$

Differentiating with respect to $q_x$ gives $2\omega v_x=2\sin q_x$, so $v_x=\sin q_x/\omega$. For a film with free surfaces the allowed values are $q_z=\pi p/N$ with $p=0,\dots,N-1$.

Let $f(q_z)$ be the in-plane average of $v_x^2$. Up to a common factor, the film conductance is $K_N=\sum_p f(\pi p/N)$. The trapezoidal rule for the integral of $f$ from 0 to $\pi$ counts each endpoint with weight one half, whereas the sum counts $f(0)$ fully and omits $f(\pi)$. Hence, for large $N$,

$$K_N\simeq\frac{N}{\pi}\int_0^\pi f\,dq_z+\frac{f(0)-f(\pi)}{2}
= N c\,\kappa_b+s .$$

The first term defines the bulk conductivity $\kappa_b$; the second, $s$, is a surface term. The increment $K_N-K_{N-1}$, divided by $c$, gives $\kappa_b$ without any decision about where the outer surfaces lie. In the numerical solution the increment from layer 39 to layer 40 equals the bulk value to the five decimals printed.

Now let the film thickness be called $Nc+\delta$, where $\delta$ expresses the choice of outer surfaces. Then

$$\frac{K_N}{Nc+\delta}
=\kappa_b\,\frac{1+s/(Nc\kappa_b)}{1+\delta/(Nc)}
\simeq\kappa_b\left[1+\frac1N\left(\frac{s}{c\kappa_b}-\frac{\delta}{c}\right)\right],$$

where $1/(1+\epsilon)\simeq1-\epsilon$ has been used and terms of order $1/N^2$ dropped. The ambiguity dies out as $1/N$.

Take $c=0.62$ nm and compare the thickness $Nc$ with $(N-1)c+0.31$ nm, which ends the film at its outer sulphur atoms. The ratios to bulk are 1.080 and 2.160 for one layer, 1.007 and 1.060 for ten, and 1.0018 and 1.0145 for forty.

The single-layer figures separate two effects. The 8 % excess is physical within this model: interlayer springs raise $\omega$ and so lower $v_x=\sin q_x/\omega$, and the lone layer is free of them. The further factor of two is the change from 0.62 to 0.31 nm. In a real stack $\tau$ also changes with the number of layers, so the 8 % is not a prediction for MoS$_2$.

## Consequences for the argument's predictions

**Heat flow.** A device model that combines 64.5 W/(m K) with a channel 0.31 nm thick contains a sheet conductance of $64.5\times0.31=20$ nW/K. It predicts 80 nW for the strip that carried 160 nW. Either thickness would have served, had it been used in both places.

**Ranking.** Let sheet A have $K_s=40$ nW/K and spacing 0.62 nm, and sheet B 30 nW/K and 0.34 nm. Their conductivities are 64.5 and 88.2 W/(m K). At equal width, length and temperature difference, A carries more heat although B has the larger $\kappa$. For a single-layer channel, $K_s$ answers the question. For thick stacks of equal total cross-section, B would conduct better, provided each layer kept its conductance on stacking.

**Thermoelectricity.** Let $\sigma_s$ be the sheet electrical conductance and $S$ the magnitude of the Seebeck coefficient. With one thickness throughout,

$$zT=\frac{S^2(\sigma_s/h)\,T}{K_s/h}=\frac{S^2\sigma_sT}{K_s}.$$

A cooler shows that this combination is the physical one. Take a leg with constant $S$, $\sigma_s$ and $K_s$, an ideal return leg, no external heat load, the cold end $T_c$ at $x=0$ and the hot end $T_c+\Delta T$ at $x=L$. An electric current $J$ per width produces Joule heat $J^2/\sigma_s$ per area, so $K_sT''=-J^2/\sigma_s$. The solution with these end temperatures is

$$T=T_c+\left(\frac{\Delta T}{L}+\frac{J^2L}{2\sigma_sK_s}\right)x-\frac{J^2x^2}{2\sigma_sK_s}.$$

Heat $K_sT'(0)$ per width flows into the cold end, where the Peltier effect removes $ST_cJ$. Balance requires

$$ST_cJ=\frac{K_s\Delta T}{L}+\frac{J^2L}{2\sigma_s}.$$

The hot end is held fixed and $J$ is varied. At the lowest $T_c$ both $T_c$ and $\Delta T$ are stationary, so differentiating the balance gives $ST_c=JL/\sigma_s$, or $J=ST_c\sigma_s/L$. Inserting this,

$$\frac{K_s\Delta T_{\max}}{L}=\frac{S^2T_c^2\sigma_s}{L}-\frac{S^2T_c^2\sigma_s}{2L}
\quad\Rightarrow\quad
\Delta T_{\max}=\frac{S^2\sigma_sT_c^2}{2K_s}.$$

The length has cancelled, and a thickness never entered.

For a doped sheet take $10^{13}$ electrons per cm$^2$, a mobility of 50 cm$^2$/Vs and $S=200$ µV/K, with the total $K_s$ held at 40 nW/K. Then $\sigma_s=en\mu=80.1$ µS and

$$zT=\frac{(2.00\times10^{-4})^2\times 8.01\times10^{-5}\times300}{4.00\times10^{-8}}=0.024 .$$

With the hot end at 300 K, a numerical search over current finds a greatest cooling of 3.52 K, in agreement with the formula, at 0.95 µA per µm of width.

If $\sigma$ is computed with 0.31 nm and $\kappa$ with 0.62 nm, $zT$ becomes 0.048, and the predicted cooling nearly doubles. The three-dimensional power factor $S^2\sigma_s/h$ is 10.3 or 5.2 mW/(m K$^2$) for the same two thicknesses, so it cannot be compared between papers unless $h$ is given.

## What $K_s$ does not promise

Freedom from a thickness convention does not make $K_s$ a universal constant. It depends on temperature, defects and support, and extracting it requires corrections. For the strip suspended in vacuum the main ones are estimated below. In air at atmospheric pressure the formula without losses would fail. A disc of the strip's area (radius $a\approx1.8$ µm) loses heat to still air of conductivity $k\approx0.026$ W/(m K) through a conductance of about $8ka\approx0.4$ µW/K, some twenty times the strip's own $K_sW/L=16$ nW/K, so the gas would carry off several times the heat that the strip conducts in vacuum.

- **Thermal contacts.** In the Fourier description each covered end has resistance $\ell/K_s$ for unit width, as if the strip were longer by $\ell$. Together they add $2\ell/L=2.1$ %. This gives only the size of the effect, since $\ell$ is no longer than the phonon path. If the thermometers sit beyond the contacts, the true $K_s$ is larger than 40 nW/K by about this fraction.
- **Finite phonon path.** Give all phonons one speed $v$ and path $\lambda=v\tau$, with areal heat capacity $C_A$. The angular average of $\cos^2$ is $1/2$, so $K_s=C_Av\lambda/2$. Three classical acoustic branches and a rough speed of 3 km/s give $\lambda=56$ nm. Without scattering, the one-way average of the cosine gives a conductance $C_Av/\pi$ per width. Adding its inverse, $\pi/(C_Av)=\pi\lambda/(2K_s)$, to $L/K_s$ is an interpolation between the two limits; it raises the resistance by $\pi\lambda/(2L)=1.75$ %. For covered ends this overlaps with the contact correction above, so the two should not simply be added. Phonons with longer paths can make the effect larger. When $L$ approaches $\lambda$, the measured $QL/(W\Delta T)$ depends on length and no longer characterizes the sheet alone.
- **Radiation.** Two black faces, with surroundings at the cold-end temperature, would raise the heat input by about a quarter of a per cent (0.26 % when the radiation law is linearized at 300 K). Real faces emit less.
- **Temperature variation.** If $K_s\propto1/T$, its average over the 10 K span differs from its value at 300 K by less than 0.01 %.

In the doped sheet, the Wiedemann–Franz law with the Lorenz number of a metal assigns about 0.6 nW/K, or 1.5 % of $K_s$, to electrons. At this density the sheet is only weakly degenerate, and the true share is probably smaller. Two electrical contacts of 1 kΩ µm each would add 3.2 % to the electrical resistance and reduce the greatest cooling by about 3 %, if their heat is released at the ends. The field at the best current, $J/\sigma_s$, is $1.2\times10^{-4}$ MV/cm, so a low-field mobility is appropriate.

All these parameters are rough. A room-temperature conductivity of some tens of W/(m K), referred to the interlayer spacing, is typical of monolayer MoS$_2$, and 40 nW/K lies in that range. The estimates for the strip assume that it is suspended in vacuum. On a substrate with the $g$ used above, heat leaks away over a distance of order 50 nm from a hot end. With the substrate at the cold-end temperature, Fourier's law would give an entering heat $K_sW\Delta T/\ell$ instead of $K_sW\Delta T/L$, larger by $L/\ell\approx97$. That is too much, because $\ell$ is no longer than the phonon path: for the phonons assumed above, the ballistic conductance $C_Av/\pi$ limits the factor to $2L/(\pi\lambda)\approx57$. Applying the suspended-strip formula there would still overstate $K_s$ by tens of times, even if the substrate left $K_s$ itself unchanged. Where $\ell$ is much longer than the phonon path, the remedy is to fit the equation with leakage; otherwise the phonon transport equation is needed. Neither requires a thickness.

## Requested revision

The measured result should be given as $K_s=40$ nW/K, with the temperature, length, support and contact correction stated. A value of $\kappa$ may accompany it if its $h$ is written beside it; the interlayer spacing is the useful choice for comparison with the bulk crystal. The claim about crystal quality should be withdrawn until the other laboratory's thickness is known. The heat-flow prediction and the figure of merit should be recomputed from sheet quantities. The numerical output below lists the values used in this comment.

## Calculated quantities

```
strip: W = 2.0 um, L = 5.0 um, mean T = 300 K
measured: Q = 160 nW at dT = 10 K
sheet thermal conductance K_s = 40.0 nW/K
  h = 0.31 nm (S-S distance): kappa = 129.0 W/(m K)
  h = 0.62 nm (interlayer spacing): kappa = 64.5 W/(m K)
  h = 0.80 nm (microscope step): kappa = 50.0 W/(m K)
  h = 2.00 nm (simulation box): kappa = 20.0 W/(m K)
largest/smallest kappa from the same data = 6.45
heat flow if kappa(h=0.62 nm) is used with h=0.31 nm: 80 nW
interface conductance g = 15 MW/(m^2 K), decay length = 51.6 nm
heat entering contact, sheet formula = 0.77460 W/(m K)
  2D slab, h = 0.31 nm: 0.77456 W/(m K), g h^2/K_s = 3.6e-05
  2D slab, h = 0.62 nm: 0.77454 W/(m K), g h^2/K_s = 1.4e-04
  2D slab, h = 0.80 nm: 0.77453 W/(m K), g h^2/K_s = 2.4e-04
  2D slab, h = 2.00 nm: 0.77437 W/(m K), g h^2/K_s = 1.5e-03
  2D slab, h = 100 nm: 0.59778 W/(m K), g h^2/K_s = 3.75
layer model: interlayer/in-plane spring ratio = 0.05
kappa/kappa_bulk with thickness N c, and with (N-1) c + 0.31 nm:
  N =  1: 1.0800, 2.1600
  N =  2: 1.0366, 1.3821
  N =  5: 1.0143, 1.1270
  N = 10: 1.0071, 1.0601
  N = 20: 1.0036, 1.0293
  N = 40: 1.0018, 1.0145
increment from layer 39 to 40, over bulk value = 1.00000
sheet A: K_s = 40 nW/K, h = 0.62 nm, kappa = 64.5 W/(m K)
sheet B: K_s = 30 nW/K, h = 0.34 nm, kappa = 88.2 W/(m K)
doped sheet: n = 1e+13 cm^-2, mobility = 50 cm2/Vs, S = 200 uV/K
sheet electrical conductance = 80.1 uS
  power factor at h = 0.31 nm: 10.34 mW/(m K^2)
  power factor at h = 0.62 nm: 5.17 mW/(m K^2)
zT at 300 K = 0.0240; with mixed thicknesses = 0.0481
greatest Peltier cooling: solved 3.5208 K, formula 3.5208 K
cold end = 296.48 K, best current = 0.950 uA/um
neglected effects:
  thermal contacts add 2.07 % to the resistance
  acoustic heat capacity = 0.479 mJ/(m^2 K), speed = 3 km/s
  grey mean free path = 56 nm, ballistic resistance adds 1.75 %
  black-body radiation raises heat input by 0.26 %
  K_s ~ 1/T across the strip changes mean K_s by 0.0093 %
  electrons in doped sheet carry about 0.59 nW/K, 1.5 % of K_s
  electrical contacts (2 x 1 kOhm um) add 3.2 % to resistance
  field at best current = 1.2e-04 MV/cm
```
